Stopping at a Target Error Bar Biases Skewed Local Energies

**The argument under review**

The manuscript computes variational Monte Carlo energies with runs of unequal length. Each run continues until its estimated standard error falls below a common target, and the average at that moment is reported. The authors defend the procedure as follows: "The sample mean is unbiased at every run length. It is therefore unbiased at the length where we stop. The rule affects the cost of a run, not its expected energy."

The first sentence is correct for a length fixed in advance. The second does not follow, because the stopping length is computed from the same energies that enter the mean. My comments establish when this matters, in which direction the energy moves, and how large the effect is in a case where the expected energy is known.

**1. What the rule does**

Let E_L = Hψ/ψ be the local energy, sampled from |ψ|², with mean E and variance σ². I take the samples to be independent, so that autocorrelation cannot be confused with the effect of stopping. Write x_i = E_L,i − E. After n samples the mean is Ē_n and the sample variance, with denominator n − 1, is s_n². The run stops at

N = first n ≥ 30 for which s_n/√n ≤ ε.

The quantity in question is the bias b = ⟨Ē_N⟩ − E, where the brackets average over repeated runs. Sorting the runs by length gives

b = Σ_n P(N = n) [⟨Ē_n | N = n⟩ − E].

Unbiasedness at fixed n says that ⟨Ē_n⟩ = E over all runs. It says nothing about the subset that stops at n, which was selected by its sample variance: runs that stop early have an unusually small one, and runs that stop well beyond σ²/ε² an unusually large one. If the sample variance is correlated with the sample mean, the brackets need not cancel.

**2. A model with a known energy and a heavy tail**

Take the hydrogen atom in atomic units with ψ = exp(−ζr). Since ψ' = −ζψ and ψ'' = ζ²ψ, the kinetic part is

−(ψ'' + 2ψ'/r)/(2ψ) = −ζ²/2 + ζ/r.

Adding the potential −1/r gives

E_L = −ζ²/2 + (ζ − 1)/r.

For ζ ≠ 1 the cusp at the nucleus is wrong and the 1/r terms do not cancel. The normalized radial density is p(r) = 4ζ³r² exp(−2ζr), from which

⟨1/r⟩ = 4ζ³ ∫ r exp(−2ζr) dr = 4ζ³/(4ζ²) = ζ,
⟨1/r²⟩ = 4ζ³ ∫ exp(−2ζr) dr = 4ζ³/(2ζ) = 2ζ².

Therefore

E = −ζ²/2 + (ζ − 1)ζ = ζ²/2 − ζ,
σ² = (ζ − 1)²(2ζ² − ζ²), so σ = ζ|ζ − 1|.

To see the tail, put y = 1/(ζr). Then r = 1/(ζy), |dr/dy| = 1/(ζy²), and

p(y) = 4ζ³ · 1/(ζ²y²) · exp(−2/y) · 1/(ζy²) = 4y⁻⁴ exp(−2/y).

The deviation is x = (ζ − 1)ζ(y − 1), which is +σ(y − 1) for ζ > 1 and −σ(y − 1) for ζ < 1. The tail is one-sided and falls as the inverse fourth power. The variance is finite, but the third moment contains ∫ y³ · 4y⁻⁴ dy = 4 ln y and diverges logarithmically. Far in the tail, each further decade of cut-off in y adds nearly 4 ln 10 = 9.21 to its magnitude in units of σ³.

**3. An identity for the bias**

The sum of the deviations up to the stop can be written as

N(Ē_N − E) = Σ_{i≥1} x_i θ_i, with θ_i = 1 if N ≥ i and 0 otherwise.

Whether the run reaches sample i is decided by the first i − 1 samples. Hence θ_i is independent of x_i, and ⟨x_i θ_i⟩ = ⟨x_i⟩⟨θ_i⟩ = 0. Averaging term by term is allowed if Σ⟨|x_i|θ_i⟩ = ⟨|x|⟩⟨N⟩ is finite, so ⟨N⟩ must be finite. With a diverging third moment this deserves a proof.

If N > n ≥ 30, then s_n² > ε²n. Because the sum of squares is smallest about the sample mean, (n − 1)s_n² ≤ Σx_i², and so

Σx_i² > ε²n(n − 1) ≥ ε²n²/2.

This can happen in two ways.

(a) Some |x_i| exceeds εn. Since p(y) ≤ 4y⁻⁴, for large n this has probability at most n · (4/3)(σ/εn)³, which falls as n⁻².

(b) No |x_i| exceeds εn, but the sum is still too large. Let u_i = x_i² for |x_i| ≤ εn and zero otherwise. For n ≥ 4σ²/ε² the mean of Σu_i is at most nσ² ≤ ε²n²/4, so the sum must exceed its mean by at least ε²n²/4. For y ≥ 1 we have (y − 1)⁴p(y) ≤ 4, and the region y < 1 contributes at most 1, so ⟨u²⟩ ≤ σ⁴(1 + 4εn/σ). Chebyshev's inequality bounds the probability by n⟨u²⟩/(ε²n²/4)², which also falls as n⁻².

Thus ⟨N⟩ = Σ_{n≥0} P(N > n) converges, and Wald's identity holds:

⟨N(Ē_N − E)⟩ = 0.

Now expand the covariance:

Cov(N, Ē_N) = ⟨N(Ē_N − E)⟩ − ⟨N⟩⟨Ē_N − E⟩ = −⟨N⟩b,

b = −Cov(N, Ē_N)/⟨N⟩.

This holds without a small-ε approximation. If long runs have low energies, the reported energy is too high, and conversely. The authors' conclusion requires length and energy to be uncorrelated.

One case satisfies that requirement. If x and −x are equally probable, reversing every x_i leaves each s_n, and hence N, unchanged but reverses Ē_N − E. The bias is then zero, even for heavy tails, provided the average ⟨Ē_N⟩ exists. This protects the mean; it does not guarantee that the error bars cover the true energy at the expected rate.

**4. In what sense outliers are missing**

Call a sample an outlier if it lies beyond a chosen threshold in the tail, with probability p, and let K be their number in a run. The argument of section 3, applied to the outlier indicator minus p, gives

⟨K⟩ = p⟨N⟩.

The pooled data of many stopped runs therefore contain outliers at the correct rate. What changes is the average of the fractions found in individual runs. Since ⟨N · K/N⟩ = p⟨N⟩,

⟨K/N⟩ = p − Cov(N, K/N)/⟨N⟩.

If outlier-rich runs are long, this is below p. An equal-weight average of run energies then gives each outlier too little weight.

The delay caused by one outlier is easily estimated. Let the other samples have variance v, and add one deviation of size X. To leading order in 1/n, s_n² = v + X²/n, and the stopping condition becomes

v/n + X²/n² = ε², or ε²n² − vn − X² = 0,

n = [v + √(v² + 4ε²X²)]/(2ε²).

For v = σ², X = 9σ and σ²/ε² = 256 this is ½[256 + √(256² + 4·81·256)] ≈ 321 samples instead of 256.

**5. When the bias is small**

Suppose that the moments used below are finite, ε is small, and stops far below n* = σ²/ε² are negligible. Near the stop,

s_N² ≈ σ² + (1/n*) Σ_{i≤n*} (x_i² − σ²).

The neglected square of the mean deviation is of order σ²/n*, against fluctuations of order σ²/√n*. The sums really run to N, but |N − n*| is of order √n*, so the change in each sum is of order n*^(1/4) compared with √n*. Neglecting also the overshoot at the stop, N ≈ s_N²/ε². With ε²n* = σ²,

N − n* ≈ (1/σ²) Σ(x_i² − σ²), Ē_N − E ≈ (1/n*) Σx_i.

Different samples are independent, so only equal indices contribute to the covariance:

Cov(N, Ē_N) ≈ (1/σ²)(1/n*) · n*⟨(x² − σ²)x⟩ = μ₃/σ²,

where μ₃ = ⟨x³⟩. Since ⟨N⟩ ≈ n*, the leading result is

b ≈ −μ₃/(σ²n*).

With the skewness γ = μ₃/σ³ and σ = ε√n*, this is b/ε ≈ −γ/√n*. For one long run of this kind the authors' rule is nearly harmless. It is less so if R such runs are averaged with equal weights: the statistical error falls as ε/√R while b stays fixed, and the two are equal at R ≈ n*/γ².

A three-dimensional oscillator, in units of ħω and the oscillator length, provides a case with all moments finite. For ψ = exp(−αr²/2) the Laplacian gives (α²r² − 3α)ψ, hence

E_L = 3α/2 + (1 − α²)r²/2.

Under |ψ|² the variable q = 2αr² is a sum of three squared unit normal variables. Each square has mean 1, variance 2 and third central moment 15 − 3·3 + 2 = 8. Thus q has mean 3, variance 6 and third central moment 24, and for α < 1 the skewness is γ = 24/6^(3/2) = 1.633.

At α = 0.8, E_L − E = [(1 − α²)/(4α)](q − 3) gives σ = 0.1125√6 = 0.2756. A target of 0.009 makes n* = 937.5, so

b ≈ −1.633 × 0.2756/937.5 = −0.00048.

The simulation, with b evaluated as −Cov(N, Ē_N)/⟨N⟩, gives −0.000493 ± 0.000008, in agreement at the few-per-cent level. The bias is about 5% of the target, and equal-weight averaging would make it as large as the statistical error after about 937.5/1.633² ≈ 350 runs.

**6. The heavy tail, measured**

For hydrogen μ₃ diverges, so the preceding formula cannot be used. I therefore simulated the authors' rule with ζ = 0.8, ε = 0.01 hartree and 20000 runs; the figures are in the numerical output below. Here E = 0.32 − 0.8 = −0.48 hartree, σ = 0.8 × 0.2 = 0.16 hartree and n* = 256. These are exact values for the trial function, which is not the hydrogen ground state.

The mean stopped energy is −0.4742 hartree. The direct average gives b = 0.00585 ± 0.00009 hartree (0.16 eV) and the covariance formula 0.0057 ± 0.0001 hartree, a little under 60% of the target error. The sign is the expected one: the tail points down, so the reported energy is too high. The mean length is 174, well below n*.

Define an outlier as a sample more than 9σ below E, which means y > 10. Its probability is 0.00115. The pooled share is 0.00112, within two standard errors (each about 0.00002), but the average of the shares in single runs is 0.00055, about half the true value. These rare samples matter because

∫_{10}^∞ y² p(y) dy = 2(1 − exp(−0.2)) = 0.36,

and ∫_{10}^∞ y p(y) dy = 1 − 1.2 exp(−0.2) = 0.018. The tail therefore contributes 0.36 − 2 × 0.018 + 0.001 ≈ 0.33 to ⟨(y − 1)²⟩ = ⟨y²⟩ − 1 = 2 − 1 = 1, so about one third of the variance comes from roughly one sample in 900. A run without such a sample tends to report too small an error bar.

Of the runs, 85% contain no outlier; their mean length is 142 and their mean energy −0.4721 hartree. The others average 360 samples and −0.4858 hartree. The difference in length is not purely the delay caused by outliers, since a longer run also has more chances to meet one. Nor does this division account for the whole bias. Weighting the two group energies by their total lengths gives

−(0.852 × 141.7 × 0.4721 + 0.148 × 360.1 × 0.4858)/174.0 ≈ −0.476 hartree,

which is only part of the way to −0.480. The rest must come from the correlation of length and energy within the groups.

Two further checks show the role of the skewness: the first removes it, the second reverses its direction. Giving the hydrogen deviations random signs keeps their magnitudes but removes the skewness; the bias from the covariance formula becomes 0.00001 ± 0.00005 hartree. Choosing ζ = 1.2 instead gives the same E = 0.72 − 1.2 = −0.48 hartree, but an upward tail. It also raises σ to 0.24 hartree and n* to 576, so the sign of the bias can be compared with the previous case, but not directly its size. The stopped energy is then −0.4837 hartree, too low by 0.0037 (0.0036 from the covariance formula). The authors' rule would thus report a difference of 0.0096 ± 0.0001 hartree (0.26 eV) between two trial functions of equal energy. The variational principle gives no protection here, since it bounds E and not the average of stopped estimates.

These sizes belong to a one-sided tail, produced here by a wrong cusp. If the cusps are correct, an inverse-fourth-power tail can still arise at a node, where E_L diverges as the inverse distance with opposite signs on the two sides while |ψ|² vanishes as the distance squared. That tail is symmetric to leading order, so the bias comes from the remaining asymmetry and can be much smaller. Its sign and size must be checked on the authors' own runs, for example through Cov(N, Ē_N).

Tightening the target for ζ = 0.8 helps (b again from the covariance formula):

ε = 0.010 hartree: b/ε = 0.57
ε = 0.005 hartree: b/ε = 0.26
ε = 0.0025 hartree: b/ε = 0.15

At the smallest target the mean length is about 3800. The two halvings of ε reduce b by factors of 4.3 ± 0.1 and 3.5 ± 0.2, whereas a law proportional to ε² would give 4 each time. Three targets do not establish an asymptotic law. In the opposite limit, ζ → 1 at fixed ε, σ vanishes, nearly every run stops at the minimum of 30 samples, and the selection disappears.

**7. The error bars also need correction**

At ε = 0.01 hartree the root-mean-square error of a stopped run is 0.0146 hartree, although every reported error bar is at most 0.01. Runs of fixed length 174 have the same mean cost, an error of 0.0120 hartree (σ/√174 = 0.0121 exactly computed) and no detectable bias. The interval of two reported error bars contains E in 85% of stopped runs and 93% of fixed-length runs, against about 95% for a normal distribution with known variance. Fixing the length therefore removes the bias of the mean without making the error bar fully reliable: a single run can still miss the tail.

Averaging stopped runs with equal weights does not repair them. The standard error has fallen to the size of the bias after about five runs. For averages of 100 runs the root-mean-square error is 0.0060 hartree, almost all of it bias.

**8. Changes requested**

If the existing runs are to be kept, they should be combined with weights equal to their lengths:

E_pooled = Σ_r N_r Ē_r / Σ_r N_r.

By Wald's identity and the law of large numbers this tends to E as the number of runs grows. In the simulation all runs together give −0.4799 ± 0.0001 hartree, and groups of 100 have an error of 0.0012 hartree, five times smaller than with equal weights. The remedy works only across runs: with one run the weight cancels and the full bias remains, and for a few runs this ratio of sums keeps a bias that falls roughly as the inverse of their number.

For new calculations, a separate pilot run should set the length, and its energies should be left out of the final mean. Given N, the production samples are then ordinary samples, so ⟨Ē_N | N⟩ = E for every N. With pilots of 100 samples the measured bias is 0.00006 ± 0.00009 hartree. The price is the discarded pilot, a larger error than at a fixed length equal to ⟨N⟩ (the variance of the production mean is σ²⟨1/N⟩ ≥ σ²/⟨N⟩), and the loss of any guarantee that the final error bar meets the target; the length should not be extended afterwards because it does not.

The pilot variance is itself noisy. The production length was set to s²/ε² rounded up, with a minimum of 30. Since ⟨s²⟩ = σ², its mean should be at least 256, but the simulation gives 243. The fourth moment of E_L diverges, so s² has infinite variance and its average converges slowly. Too few very large pilot variances is a plausible cause of the shortfall, though I have not tested it. It does not affect the unbiasedness of the production mean.

Finally, the manuscript uses a Markov chain, whose successive energies are correlated. The proof in section 3 then fails at the step where x_i is independent of the decision to continue, so length weighting loses its justification in the form given here. The pilot method keeps an unbiased mean if the production chain starts in equilibrium, independently of the pilot: each of its samples has mean E, whatever their mutual correlations. The error bar must still account for those correlations.

Values computed for the example and the checks

```
zeta=0.8: exact E = -0.4800 Ha, sigma = 0.1600 Ha
  scaled third moment gained per decade of cut-off = -9.209
zeta=1.2: exact E = -0.4800 Ha, sigma = 0.2400 Ha
  scaled third moment gained per decade of cut-off = 9.209
target = 0.01 Ha, minimum length = 30, runs = 20000
zeta=0.8: n_star = 256, mean N = 174.0, median N = 153
  mean stopped energy = -0.47415 Ha
  direct bias = 0.00585 +- 0.00009 Ha = 0.1591 eV
  bias from -Cov(N,mean)/<N> = 0.00570 +- 0.00006 Ha
  bias / target = 0.570
  length-weighted energy = -0.47986 +- 0.00009 Ha
  outlier: E_L < -1.920 Ha, r < 0.1250 bohr
  outlier probability = 0.001148
  pooled outlier share = 0.001116
  run-averaged outlier share = 0.000550
  runs without outlier: fraction 0.852, mean N 141.7, energy -0.47212 Ha
  runs with outlier: fraction 0.148, mean N 360.1, energy -0.48583 Ha
  rms error of 100-run average, equal weights = 0.00599 Ha
  rms error of 100-run average, length weights = 0.00116 Ha
  runs at which standard error equals bias = 5
fixed length 174: bias = -0.00004 +- 0.00008 Ha
  stopped: rms error 0.01459 Ha, above E 0.628, within 2 error bars 0.852
  fixed: rms error 0.01200 Ha, above E 0.536, within 2 error bars 0.928
pilot of 100 samples: mean production length = 242.9
  bias = 0.00006 +- 0.00009 Ha
zeta=1.2: n_star = 576, mean N = 457.3
  mean stopped energy = -0.48371 Ha
  bias = -0.00364 +- 0.00005 Ha
false energy difference = 0.00955 Ha = 0.2599 eV
zeta=0.8, target 0.005 Ha: mean N = 858, bias = 0.001324 +- 0.000024 Ha, ratio 0.265
zeta=0.8, target 0.0025 Ha: mean N = 3811, bias = 0.000379 +- 0.000017 Ha, ratio 0.151
symmetrised tail: mean N = 178.4, bias = 0.000008 +- 0.000047 Ha
oscillator alpha=0.8: E = 1.5375, sigma = 0.2756 hbar*omega
  skewness = 1.6330, target = 0.009 hbar*omega
  n_star = 937.5, mean N = 932.8
  predicted bias = -0.000480 hbar*omega
  measured bias = -0.000493 +- 0.000008 hbar*omega
```
